\section*{Counting eigenvalues below an energy: Sturm sequences and Johnson's log-derivative method}

\section{What a root search misses}

A bound-state solver may integrate from one wall and look for energies at which the solution vanishes at the other. If two levels lie between successive trial energies, the boundary value changes sign twice and both levels are missed. With coupled channels the boundary value is a matrix $\Psi$, and a level occurs where $\det\Psi$ vanishes. For two identical uncoupled channels this determinant is the square of the one-channel value: it touches zero at every level and never changes sign, so no refinement of the energy grid reveals a crossing.

The cure is an integer $N(E)$, the number of levels strictly below $E$, computed from one sweep at a single energy. Two such integers tell how many levels an interval holds, and bisection then locates each one.

\section{One channel}

\subsection{Elimination gives the count}

Take a particle of mass $m$ between hard walls and set $\kappa=\hbar^2/2m$. On a grid of spacing $h$, replacing $\psi''$ by $(\psi_{i+1}-2\psi_i+\psi_{i-1})/h^2$ gives a tridiagonal matrix with diagonal $a_i=2t+V_i$ and off-diagonal $-t$, where $t=\kappa/h^2$. More generally, let $H$ be real symmetric of size $N$, with diagonal $a_i$ and off-diagonals $-t_i$, $t_i>0$. Its quadratic form is
\begin{equation}
x^T(H-E)x=\sum_{i=1}^N(a_i-E)x_i^2-2\sum_{i=1}^{N-1}t_ix_ix_{i+1}.
\end{equation}
Put $d_1=a_1-E$ and complete the square in $x_1$:
\begin{equation}
d_1x_1^2-2t_1x_1x_2=d_1\Big(x_1-\frac{t_1}{d_1}x_2\Big)^2-\frac{t_1^2}{d_1}x_2^2 .
\end{equation}
The last term changes the coefficient of $x_2^2$ to $d_2=a_2-E-t_1^2/d_1$. Repeating the step gives
\begin{equation}
x^T(H-E)x=\sum_i d_iy_i^2,\qquad d_i=a_i-E-\frac{t_{i-1}^2}{d_{i-1}},
\label{sturm}
\end{equation}
with $y_i=x_i-(t_i/d_i)x_{i+1}$ and $y_N=x_N$. The map $x\to y$ is triangular with unit diagonal, hence invertible.

Let $\nu(A)$ be the number of negative eigenvalues of a symmetric matrix $A$. Sylvester's law says that an invertible change of variables preserves $\nu$. To see this, take the span of the eigenvectors of $H-E$ with negative eigenvalues. It has dimension $\nu(H-E)$, and the form is negative on it. Its image in $y$ space has the same dimension and can meet the subspace spanned by axes with $d_i\ge0$ at the origin only. That subspace has dimension $N-\nu(D)$, where $D=\mathrm{diag}(d_i)$, so $\nu(H-E)\le\nu(D)$. The inverse map gives the opposite inequality. Therefore
\begin{equation}
N(E)=\nu(H-E)=\#\{i:d_i<0\}.
\end{equation}

\subsection{The same integer counts nodes}

Start the difference equation at the left wall, with $\psi_0=0$ and $\psi_1=1$:
\begin{equation}
t_i\psi_{i+1}=(a_i-E)\psi_i-t_{i-1}\psi_{i-1}.
\label{diff}
\end{equation}
For $i=N$ any positive $t_N$ will do. Dividing by $\psi_i$ shows that $t_i\psi_{i+1}/\psi_i$ obeys the recurrence (\ref{sturm}) with the same first value, so
\begin{equation}
d_i=t_i\,\psi_{i+1}/\psi_i .
\label{ratio}
\end{equation}
A negative pivot is a sign change between sites $i$ and $i+1$. The last comparison includes the wall site $N+1$.

The levels are simple, because (\ref{diff}) fixes an eigenvector once $\psi_1$ is given. At the $k$-th level $\psi_{N+1}=0$ and $k-1$ levels lie strictly below, so the $k$-th eigenvector has $k-1$ sign changes. This node rule needs negative off-diagonals. If all are positive, the transformation $\psi_i\to(-1)^i\psi_i$ restores the assumed sign and exchanges changes with non-changes, leaving $N-k$ changes in the $k$-th eigenvector. The pivot count is unaffected, since it contains $t_i^2$.

\subsection{A zero pivot}

Differentiate (\ref{sturm}) with respect to $E$ and use (\ref{ratio}):
\begin{equation}
-\frac{\partial d_i}{\partial E}=1-\frac{\psi_{i-1}^2}{\psi_i^2}\frac{\partial d_{i-1}}{\partial E}
\quad\Longrightarrow\quad
-\frac{\partial d_i}{\partial E}=\frac{1}{\psi_i^2}\sum_{j\le i}\psi_j^2>0 .
\end{equation}
The second form follows by multiplying the first by $\psi_i^2$ and summing. A pivot that vanishes at $E$ is thus positive just below $E$. A sufficiently small decrease of $E$ leaves the number of levels strictly below it unchanged, so a zero pivot is read as $+0$. The next pivot is then large and negative, which records the single sign change across a site where $\psi=0$.

\subsection{Five sites by hand}

Take an electron, $\kappa=0.03810\ \mathrm{eV\,nm^2}$, with $V=0$, five sites and $h=0.2$ nm. Then $t=0.9525$ eV ($1.526\times10^{-19}$ J). At $E=2.2$ eV every diagonal entry is $2t-E=-0.29501$ eV, and $t^2=0.90725\ \mathrm{eV^2}$. In eV,
\begin{align}
d_1&=-0.29501,\\
d_2&=-0.29501+0.90725/0.29501=2.780,\\
d_3&=-0.29501-0.90725/2.780=-0.621,
\end{align}
followed by $d_4=1.165$ and $d_5=-1.074$. Three pivots are negative. The amplitudes $1,-0.310,-0.904,0.590,0.721,-0.813$ change sign three times. The levels are 0.255, 0.952, 1.905, 2.857 and 3.555 eV, three of them below 2.2 eV.

At $E=2t$ the diagonal vanishes and the pivots read $+0,-\infty,+0,-\infty,+0$. The count is two, as it should be: the third level equals $2t$ and is not strictly below it.

\section{Coupled channels}

\subsection{Matrix pivots}

With $p$ channels each site carries a $p$-component vector $x_i$, the diagonal blocks $A_i$ are symmetric, and the block coupling $i$ to $i+1$ is $B_i$. Completing the square now reads
\begin{multline}
x_1^TD_1x_1+2x_1^TB_1x_2\\
=(x_1+D_1^{-1}B_1x_2)^TD_1(x_1+D_1^{-1}B_1x_2)-x_2^TB_1^TD_1^{-1}B_1x_2 ,
\end{multline}
so that, with $D_1=A_1-E$,
\begin{equation}
D_i=A_i-E-B_{i-1}^TD_{i-1}^{-1}B_{i-1},\qquad N(E)=\sum_i\nu(D_i).
\label{block}
\end{equation}
Let the columns of $\Psi_i$ be $p$ independent solutions with $\Psi_0=0$. They obey $B_{i-1}^T\Psi_{i-1}+(A_i-E)\Psi_i+B_i\Psi_{i+1}=0$. If $D_{i-1}=-B_{i-1}\Psi_i\Psi_{i-1}^{-1}$, then $\Psi_{i-1}=-D_{i-1}^{-1}B_{i-1}\Psi_i$, and insertion gives $D_i=-B_i\Psi_{i+1}\Psi_i^{-1}$. For $B_i=-t$ this is $t$ times the ratio of successive matrix solutions.

The sign of $\det D_i$ is $(-1)^{\nu(D_i)}$, which keeps only the parity. Two copies of the five-site chain have $D_i=d_i\mathbf 1$ and $\det D_i=d_i^2>0$. The determinants show nothing, while the eigenvalue count gives the correct 6.

\subsection{Nodes in the continuum}

Let $-\kappa\psi''+V(x)\psi=E\psi$ on $0<x<L$, with a smooth real symmetric matrix $V$ and hard walls. Let $\Psi(0)=0$ and $\Psi'(0)=\mathbf 1$. Then $N(E)$ is the number of zeros of $\det\Psi$ in $(0,L)$, each weighted by $\dim\ker\Psi$.

To prove it, put the right wall at a variable $c$. Let $\phi$ be a normalized eigenfunction with level $\lambda(c)$, and let a dot denote $\partial/\partial c$. Differentiating the equation gives $-\kappa\dot\phi''+(V-\lambda)\dot\phi=\dot\lambda\phi$. Multiply by $\phi^T$, integrate, and integrate by parts twice. The bulk terms cancel because $\phi$ solves its own equation, leaving
\begin{equation}
\dot\lambda=-\kappa\big[\phi^T\dot\phi'-\phi'^T\dot\phi\big]_0^c=\kappa\,\phi'(c)^T\dot\phi(c)=-\kappa|\phi'(c)|^2 .
\label{wall}
\end{equation}
The last step differentiates $\phi(c;c)=0$, which gives $\dot\phi(c)=-\phi'(c)$. The result is strictly negative, since $\phi(c)=\phi'(c)=0$ would force $\phi=0$. At a degeneracy the formula holds for each one-sided branch, in the basis that diagonalizes the matrix of products $\phi_a'(c)^T\phi_b'(c)$.

As $c\to0$ every level rises without limit, because the kinetic energy is at least $\kappa\pi^2/c^2$. So each level that is below $E$ at $c=L$ crosses $E$ once as $c$ runs over $(0,L)$, and the others do not cross. A crossing at $c$ means that some combination $\Psi(c)u$ vanishes, and the number of independent vectors $u$ is $\dim\ker\Psi(c)$.

\section{Johnson's recurrence as a Sturm sequence}

\subsection{Quadratic elements}

Divide $(0,L)$ into $M$ steps of length $h$, with $M$ even, and let $Q=(E-V)/\kappa$. On each pair of steps let the trial function be the parabola through its values $\phi_-,\phi_0,\phi_+$ at the left end, middle and right end. With $s=(x-x_{\rm mid})/h$, its slope is $\partial_s\phi=\tfrac12(\phi_+-\phi_-)+s(\phi_+-2\phi_0+\phi_-)$. Integrating the square over $-1<s<1$ removes the cross term, and Simpson's rule handles $Q$. The energy form $\int(|\phi'|^2-\phi^TQ\phi)\,dx$, multiplied by $h$, becomes a sum over elements of
\begin{multline}
G=\tfrac12|\phi_+-\phi_-|^2+\tfrac23|\phi_+-2\phi_0+\phi_-|^2\\
-\tfrac{h^2}{3}\big(\phi_-^TQ_-\phi_-+4\phi_0^TQ_0\phi_0+\phi_+^TQ_+\phi_+\big).
\label{G}
\end{multline}
The overlap matrix in this scheme is diagonal and positive. Rescaling by its square root turns the summed form into a multiple of $H_{\rm FE}-E$, so its $\nu$ is the number $N_{\rm FE}(E)$ of finite-element levels below $E$.

\subsection{Two orders of elimination}

Let $F=1+h^2Q_0/6$ at the midpoint, assumed nonsingular, and introduce an auxiliary vector $\eta$ there. Consider
\begin{multline}
X=|\phi_-|^2+|\phi_+|^2-\tfrac{h^2}{3}\big(\phi_-^TQ_-\phi_-+\phi_+^TQ_+\phi_+\big)\\
-6|\eta|^2+2\eta^T(8\phi_0-\phi_+-\phi_-)-8\phi_0^TF\phi_0 .
\end{multline}

Complete the square in $\eta$ first. With $b=8\phi_0-\phi_+-\phi_-$, the $\eta$ terms are $-6|\eta-b/6|^2+|b|^2/6$. Write $\sigma=\phi_++\phi_-$. The terms without $Q$ that remain are
\begin{equation}
|\phi_+|^2+|\phi_-|^2+\tfrac16|\sigma|^2-\tfrac83\phi_0^T\sigma+\big(\tfrac{32}{3}-8\big)|\phi_0|^2 .
\end{equation}
Expanding the first line of (\ref{G}) gives the same: $\tfrac76(|\phi_+|^2+|\phi_-|^2)+\tfrac13\phi_+^T\phi_--\tfrac83\phi_0^T\sigma+\tfrac83|\phi_0|^2$. The $Q_0$ term agrees too, since $8h^2/6=4h^2/3$. Hence $X=-6|\eta-b/6|^2+G$, and each element contributes $p$ extra negative squares.

Now complete the square in $\phi_0$ instead:
\begin{equation}
16\eta^T\phi_0-8\phi_0^TF\phi_0=-8(\phi_0-F^{-1}\eta)^TF(\phi_0-F^{-1}\eta)+8\eta^TF^{-1}\eta .
\end{equation}
The remaining form couples $\eta$ to its neighbours with coefficient $-1$. Its block at an odd point is
\begin{equation}
8F^{-1}-6=2-\tfrac{4h^2}{3}U,\qquad U=F^{-1}Q,
\label{odd}
\end{equation}
because $F^{-1}=1-(h^2/6)F^{-1}Q$. At an interior even point two elements meet and the block is $2-\tfrac{2h^2}{3}Q$. This is a block tridiagonal matrix $J$ with pivots
\begin{equation}
P_n=2-\tfrac{h^2}{3}w_nU_n-P_{n-1}^{-1},
\end{equation}
where $w_n=4$ at odd points, and $w_n=2$, $U_n=Q_n$ at even ones. The term $P_0^{-1}$ is absent. Writing $P_n=1+z_n$ and $1-(1+z)^{-1}=(1+z)^{-1}z$ gives Johnson's recurrence
\begin{equation}
z_n=(1+z_{n-1})^{-1}z_{n-1}-\tfrac{h^2}{3}w_nU_n,\qquad z_1=1-\tfrac{4h^2}{3}U_1 .
\label{johnson}
\end{equation}
The pivot $P_n$ is the ratio of successive unknowns of $J$. Such a ratio is a forward difference: for one channel the exact wave function gives $\psi(x+h)/\psi(x)-1=h\psi'/\psi-h^2Q/2+\dots$. At odd points the unknown is $\eta=F\phi_0$, which adds $+h^2Q/6$ to $z_n$ at even $n$ and $-h^2Q/6$ at odd $n$. At interior points $z_n/h$ therefore approximates the log-derivative only to first order in $h$, with leading error $-hQ/3$ at even points and $-2hQ/3$ at odd ones. At the last point one element contributes, so the weight is 1. Half the derivative of $X$ with respect to $\phi_M$ is then $h\phi'(L)$ in this discretization, and $z_M/h$ approximates $\Psi'\Psi^{-1}$ at $L$.

\subsection{The corrected count}

Both eliminations describe the same form, summed over $M/2$ elements. Sylvester's law equates their negative squares:
\begin{equation}
\tfrac12pM+N_{\rm FE}=\sum_{n\,\rm odd}\nu(-F_n)+\sum_{n=1}^{M-1}\nu(1+z_n).
\end{equation}
Because $\nu(-F_n)=p-\nu(F_n)$,
\begin{equation}
N_{\rm FE}(E)=\sum_{n=1}^{M-1}\nu(1+z_n)-\sum_{n\,\rm odd}\nu(F_n).
\label{count}
\end{equation}
The correction vanishes when every eigenvalue $v$ of $V$ at the odd points satisfies $v-E<6\kappa/h^2$. Beyond that limit $F$ has a negative eigenvalue, and (\ref{odd}) makes strong repulsion look like strong attraction. The raw sum then reports a node that is not there.

\section{Implementation}

Here \texttt{neg} returns the number of negative eigenvalues, and \texttt{solve(A,B)} returns $A^{-1}B$.
\begin{verbatim}
count(E):
  h = L/M;  total = 0
  for n = 1 .. M-1:
    Q = (E*1 - V(n*h))/kappa
    if n is odd:
      F = 1 + h*h*Q/6
      total = total - neg(F)
      S = (4*h*h/3)*solve(F, Q)
    else:
      S = (2*h*h/3)*Q
    if n == 1: z = 1 - S
    else:      z = solve(1+z, z) - S
    total = total + neg(1+z)
  return total

level(k, low, high, tol):
  # count(low) < k <= count(high)
  while high - low > tol:
    mid = (low + high)/2
    if count(mid) >= k: high = mid
    else:               low = mid
  return (low + high)/2
\end{verbatim}
The lowest eigenvalue of $V$ on the grid is a safe \texttt{low}, because the kinetic form is non-negative. A degenerate level is returned once for each of its values of $k$.

\textbf{Cost.} One count takes of order $Mp^3$ operations and $p^2$ storage beyond the potential. A level needs about $\log_2[(\texttt{high}-\texttt{low})/\texttt{tol}]$ counts.

\textbf{Stability.} Ratios are propagated, so exponential growth of $\Psi$ under a barrier does not cause overflow. For one channel the effect of rounding on (\ref{sturm}) can be traced. The computed pivot is
\begin{equation}
\hat d_i=\Big[(a_i-E)(1+\epsilon_i)-\frac{t_{i-1}^2}{\hat d_{i-1}}(1+\epsilon_i')\Big](1+\epsilon_i''),
\end{equation}
with each $\epsilon$ a few units of machine precision. Define $\tilde d_i=\hat d_i/(1+\epsilon_i'')$, which has the same sign. It obeys an exact Sturm recurrence with $a_i-E$ and $t_{i-1}^2$ changed by small relative amounts. Barring overflow and underflow, the computed count is therefore correct for a nearby matrix, even if a pivot is tiny. This argument does not carry over directly to matrix pivots. There, a nearly singular $1+z$ amplifies rounding and can spoil the symmetry of the next $z$; replacing $z$ by $(z+z^T)/2$ restores the symmetry, though not lost digits. If $F$ or $1+z$ is singular, repeat the count at a slightly lower energy.

\section{A two-channel electron}

With $x$ in nm and energies in eV, let $L=8$ nm and
\begin{align}
V_{11}&=40e^{-x/0.3}-2e^{-(x-2.5)^2},\\
V_{22}&=40e^{-x/0.3}+0.8-1.5e^{-(x-3.5)^2},\\
V_{12}&=V_{21}=0.3e^{-(x-3)^2}.
\end{align}
The reference is a diagonalization of the same model in a sine basis.

\textbf{False nodes.} For $h=0.1$ nm the limit is $6\kappa/h^2=6(0.0381)/0.01=22.86$ eV. At the first grid point $V$ has eigenvalues 28.655 and 29.461 eV, so both channels exceed it. At $E=-1.0$, $-0.6$ and $-0.2$ eV the raw counts are 4, 5 and 7. Subtracting the two negative eigenvalues of $F$ gives 2, 3 and 5, in agreement with the reference. For $h=0.05$ nm the limit is 91.44 eV, the correction is zero, and the raw counts are already 2, 3 and 5.

\textbf{Where the nodes lie.} Direct integration at $E=-0.2$ eV gives zeros of $\det\Psi$ at 1.989, 2.469, 2.933, 3.504 and 3.859 nm. With $h=0.05$ nm the negative eigenvalues of $1+z_n$ occur at $x_n=1.95$, 2.45, 2.90, 3.50 and 3.85 nm, and each zero lies between $x_n$ and $x_{n+1}$. This is the discrete form of the moving-wall argument: pivots up to site $n$ count the negative eigenvalues of $J$ truncated after site $n$, which sets the discrete solution to zero at site $n+1$. When $n+1$ is even and no $F$ has a negative eigenvalue, this is the number of finite-element levels below $E$ with the wall at site $n+1$. As a check of (\ref{wall}), the second level with the wall at 3 nm has slope $-0.946$ eV/nm, both from displacing the wall and from the formula.

\textbf{Levels.} Bisection with $h=0.05$ nm gives $-1.75279$, $-1.25990$, $-0.83701$, $-0.51689$ and $-0.29269$ eV. The fifth level differs from the reference by $-3.08\times10^{-5}$ eV, and by $-1.90\times10^{-6}$ eV when the step is halved. The ratio, 16.2, is close to the 16 of an $h^4$ error. The endpoint log-derivative of a free wave gives 16.0. The negative errors show that these levels are not upper bounds: Simpson's rule replaces the exact integrals that the variational principle requires.

\section{Limits of validity}

Apart from rounding, the count is exact for the discretized problem. It can differ from the continuum count when a level lies closer to $E$ than the discretization error, so an integer that changes on halving $h$ marks an unresolved level. An unchanged integer does not prove the opposite, since both steps can err in the same way. The walls also matter. In this model both channel potentials are practically constant near $L$, at 0 and 0.8 eV, and levels above 0 eV depend on where the wall is placed; they sample the continuum and are not bound states. Below 0.8 eV the second channel is still closed, so some of them are resonances held mainly in its well and move more slowly: a level lies at 0.351, 0.353 and 0.354 eV for $L=8$, 10 and 12 nm. Finally, the derivation assumes a real symmetric $V$ that does not depend on $E$, and no first-derivative coupling between channels. The numerical check tests the counts against independent diagonalizations.

\section*{Numbers as computed}
\begin{verbatim}
hbar^2/(2 m_e) = 0.038100 eV nm^2
Chain: step 0.2 nm, t = 0.95250 eV = 1.5261e-19 J
Chain levels (eV): 0.25522 0.95250 1.90499 2.85749 3.55476
Chain trial energy = 2.2 eV
Chain pivots d_1..d_5 (eV): -0.29501 2.78031 -0.62132 1.16518 -1.07364
Chain psi_1..psi_6 (no unit): 1.00000 -0.30972 -0.90407 0.58973 0.72142 -0.81317
Chain: negative pivots 3, sign changes 3
Chain at E = 2t = 1.90499 eV: count 2
Two identical chains: count 6, negative determinants 0
Model: length 8.0 nm, core 40.0 eV, core range 0.3 nm
Well 1: depth 2.0 eV, centre 2.5 nm
Well 2: depth 1.5 eV, centre 3.5 nm, offset 0.8 eV
Coupling: 0.3 eV, centre 3.0 nm; widths 1.0 nm
Step 0.100 nm: F changes sign at V - E = 22.860 eV
  V eigenvalues at first point (eV): 28.655 29.461
Step 0.050 nm: F changes sign at V - E = 91.440 eV
  V eigenvalues at first point (eV): 33.854 34.659
E (eV) | raw, false at 0.1 nm | raw at 0.05 nm | sine basis
  -1.0 | 4, 2 | 2 | 2
  -0.6 | 5, 2 | 3 | 3
  -0.2 | 7, 2 | 5 | 5
Zeros of det Psi at E = -0.2 eV (nm):
  1.989 2.469 2.933 3.504 3.859
Left ends of Johnson intervals, step 0.05 nm (nm):
  1.95 2.45 2.90 3.50 3.85
Level | bisection, step 0.05 nm (eV) | sine basis (eV)
  1 | -1.752791 | -1.752789
  2 | -1.259896 | -1.259888
  3 | -0.837010 | -0.836988
  4 | -0.516888 | -0.516859
  5 | -0.292693 | -0.292662
Largest sine-basis change, 90 to 120 functions: 1.3e-14 eV
Level 5 error at 0.05 nm: -3.077e-05 eV
Level 5 error at 0.025 nm: -1.902e-06 eV
Level error ratio on halving the step: 16.17
Endpoint log-derivative error ratio: 16.04
Level 2, wall at 3.0 nm: slope -0.94596 eV/nm
  slope from -KIN |phi'|^2: -0.94598 eV/nm
\end{verbatim}
